\section*{Soliton lattice and critical field of a monoaxial chiral magnet}

\section*{Question}

I am working on a classical spin chain along $z$, with a field $B$ perpendicular to the chain:
\begin{equation}
H=-J\sum_n \mathbf S_n\cdot\mathbf S_{n+1}
-D\sum_n \hat{\mathbf z}\cdot(\mathbf S_n\times\mathbf S_{n+1})
-h\sum_n\cos\varphi_n .
\end{equation}
Here $J,D>0$, the spacing is $a$, the spins have length $S$ and lie in the plane normal to $z$, $\varphi_n$ is the angle between $\mathbf S_n$ and the field, and $h=g\mu_BSB$. Without a field the ground state is a helix with some wave number $q_0$.

In the continuum limit I get a sine-Gordon equation, but $D$ has dropped out of it. What then fixes the period in a field? I also tried to find the field that destroys the helix by comparing the energy of the undistorted helix with that of the aligned state. This gave $h=\kappa q_0^2/2$, where $\kappa$ is the stiffness. Is that the critical field?

\section*{Answer}

Up to corrections of relative order $(D/J)^2$, the term linear in the antisymmetric exchange $D$ drops out of the differential equation. That term does not drop out of the energy. It decides which solution of the equation is the ground state. Your estimate of the critical field is too low, because the helix lowers its energy by deforming.

I take zero temperature, an easy-plane anisotropy strong enough to keep the spins planar, and $B$ as the internal field. The vector $\mathbf S_n$ is taken along the magnetic moment, which for electrons is opposite to the spin; the $J$ and $D$ terms are unchanged when all spins are reversed, so this choice affects nothing else. The algebra is in atomic units, where $\mu_B=1/2$ and $h=gSB/2$.

\subsection*{Continuum energy}

Let $\Delta=\varphi_{n+1}-\varphi_n$. The two products in $H$ are $S^2\cos\Delta$ and $S^2\sin\Delta$. With $J=\tilde J\cos\alpha$ and $D=\tilde J\sin\alpha$, that is, $\tilde J=\sqrt{J^2+D^2}$ and $\alpha=\arctan(D/J)$, the bond energy is
\begin{equation}
-S^2(J\cos\Delta+D\sin\Delta)=-\tilde JS^2\cos(\Delta-\alpha).
\end{equation}
At $h=0$ it is least for $\Delta=\alpha$, so $q_0=\alpha/a$. Measured from the aligned state ($\Delta=0$), and for small $\alpha$ and $\Delta-\alpha$, it becomes
\begin{equation}
\tilde JS^2[\cos\alpha-\cos(\Delta-\alpha)]
\simeq\tfrac12\tilde JS^2[(\Delta-\alpha)^2-\alpha^2]
=\tilde JS^2\left(\tfrac12\Delta^2-\alpha\Delta\right).
\end{equation}
For slow variation $\Delta\simeq a\varphi'$. Define $\kappa=\tilde JS^2a^2$ and $m^2=h/\kappa$, and add the Zeeman cost $h(1-\cos\varphi)$. (The exact bond stiffness is $S^2(J\cos\Delta+D\sin\Delta)$, which equals $\tilde JS^2$ at $\Delta=\alpha$ and $JS^2$ at $\Delta=0$. The difference, of relative order $\alpha^2$, is of the size of the terms dropped here.) The energy per site above the aligned state is then $\kappa w$, with
\begin{equation}
w=\left\langle\tfrac12\varphi'^2-q_0\varphi'+V(\varphi)\right\rangle,\qquad
V=m^2(1-\cos\varphi)=2m^2\sin^2\frac{\varphi}{2},
\label{w}
\end{equation}
where the brackets denote an average over $z$.

The Euler--Lagrange equation is $(\varphi'-q_0)'=V'(\varphi)$, or
\begin{equation}
\varphi''=m^2\sin\varphi .
\end{equation}
The constant $q_0$ disappears because $-q_0\int\varphi'\,dz$ depends only on the end values of $\varphi$. It still rewards each full turn by $-2\pi q_0$.

\subsection*{The family of periodic solutions}

Multiplying the equation by $\varphi'$ and integrating gives $\tfrac12\varphi'^2=V+C$. For a solution that keeps turning, $C>0$, and we may write
\begin{equation}
C=\frac{2m^2(1-k^2)}{k^2},\qquad 0<k<1 .
\end{equation}
Then
\begin{equation}
\varphi'^2=4m^2\sin^2\frac\varphi2+\frac{4m^2(1-k^2)}{k^2}
=\frac{4m^2}{k^2}\left(1-k^2\cos^2\frac\varphi2\right).
\end{equation}
Set $\varphi=\pi+2\theta$, so that $\cos(\varphi/2)=-\sin\theta$. The positive root gives
\begin{equation}
\theta'=\frac mk\sqrt{1-k^2\sin^2\theta},\qquad
\varphi=\pi+2\,\mathrm{am}\!\left(\frac{mz}{k},k\right),
\end{equation}
where am is the Jacobi amplitude. The complete elliptic integrals are
\begin{equation}
K=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-k^2\sin^2\theta}},\qquad
E=\int_0^{\pi/2}\!\sqrt{1-k^2\sin^2\theta}\;d\theta .
\end{equation}
In one period $\varphi$ grows by $2\pi$ and $\theta$ by $\pi$, so
\begin{equation}
L=\frac{2kK}{m}.
\label{L1}
\end{equation}
The equation of motion leaves $k$ free. The energy must choose it.

\subsection*{How the energy chooses $k$}

Let $P(\varphi)=\sqrt{2(V+C)}$. Since $(|\varphi'|-P)^2\ge0$, any profile, whether or not it solves the equation, obeys
\begin{equation}
\tfrac12\varphi'^2+V+C\ \ge\ |\varphi'|P\ \ge\ \varphi'P .
\end{equation}
Subtracting $C+q_0\varphi'$ gives
\begin{equation}
\tfrac12\varphi'^2-q_0\varphi'+V\ \ge\ -C+\frac{d}{dz}G(\varphi),\qquad
G(\varphi)=\int_0^{\varphi}(P-q_0)\,d\varphi_1 .
\label{bound}
\end{equation}
If $G$ is periodic in $\varphi$, it is bounded, and its derivative averages to zero over a long chain. Periodicity requires $\int_0^{2\pi}P\,d\varphi=2\pi q_0$. With $d\varphi=2\,d\theta$ and a $\theta$ range of length $\pi$,
\begin{equation}
\int_0^{2\pi}P\,d\varphi=\frac{2m}{k}\cdot2\cdot2E=\frac{8mE}{k},
\qquad\text{so}\qquad
\frac{E(k)}{k}=\frac{\pi q_0}{4m}.
\label{select}
\end{equation}
For this $k$ every profile has $w\ge-C$, and the solution with $\varphi'=P$ reaches $w=-C$. This soliton lattice is therefore a global minimum within the planar continuum model.

\subsection*{The critical field}

To see when (\ref{select}) has a solution, differentiate $E$ under the integral:
\begin{equation}
\frac{dE}{dk}=-\int_0^{\pi/2}\!\frac{k\sin^2\theta\,d\theta}{\sqrt{1-k^2\sin^2\theta}}
=\frac{E-K}{k},\qquad
\frac{d}{dk}\frac Ek=\frac{E-K}{k^2}-\frac{E}{k^2}=-\frac{K}{k^2}<0 .
\end{equation}
Thus $E/k$ falls from infinity at $k\to0$ to $1$ at $k\to1$. A solution with $k<1$ exists if and only if $m<\pi q_0/4$. Since $h=\kappa m^2$,
\begin{equation}
h_c=\kappa\left(\frac{\pi q_0}{4}\right)^2 .
\label{hc}
\end{equation}

For $m\ge\pi q_0/4$, take $C=0$. Now $G$ changes by $8m-2\pi q_0\ge0$ per positive turn, so for net positive rotation (\ref{bound}) gives an average $w\ge0$. For net negative rotation $-q_0\varphi'$ integrates to a positive number and the other terms are non-negative, so again $w\ge0$. The aligned state has $w=0$ and is a ground state. The difference $8m-2\pi q_0$, times $\kappa/a$, is the energy of one isolated soliton, and it vanishes at $h_c$.

The proportionality to $(\pi q_0/4)^2$ holds at fixed $\kappa$. Your rigid helix has $\langle\cos\varphi\rangle=0$ and $w=-q_0^2/2+m^2$, which vanishes at $h=\kappa q_0^2/2$. The critical field (\ref{hc}) is larger by the factor $\pi^2/8\simeq1.23$.

\subsection*{Period and magnetization}

Dividing (\ref{select}) by its value at $h_c$, and inserting $m=\pi q_0k/(4E)$ into (\ref{L1}), gives
\begin{equation}
\frac{E}{k}=\sqrt{\frac{h_c}{h}},\qquad
L=\frac{8KE}{\pi q_0},\qquad
\frac{L}{L_0}=\frac{4KE}{\pi^2},\qquad L_0=\frac{2\pi}{q_0}.
\label{result}
\end{equation}
For the magnetization, $\cos\varphi=-\cos2\theta=2\sin^2\theta-1$. Averaging over $z$ with $dz\propto d\theta/\sqrt{1-k^2\sin^2\theta}$, and using the integral found in $dE/dk$,
\begin{equation}
\langle\sin^2\theta\rangle=\frac{K-E}{k^2K},\qquad
\langle\cos\varphi\rangle=\frac{2(K-E)}{k^2K}-1 .
\label{mag}
\end{equation}

\emph{Low field.} The expansions $K\simeq\frac\pi2(1+\frac{k^2}4+\frac{9k^4}{64})$ and $E\simeq\frac\pi2(1-\frac{k^2}4-\frac{3k^4}{64})$ give
\begin{equation}
\frac{L}{L_0}\simeq1+\frac{9-3-4}{64}k^4=1+\frac{k^4}{32}
\simeq1+\frac{\pi^4}{512}\left(\frac h{h_c}\right)^2,
\end{equation}
because $k\simeq\frac\pi2\sqrt{h/h_c}$ at leading order.

\emph{Near $h_c$.} Let $k'^2=1-k^2$, $\Lambda=\ln(4/k')$ and $\varepsilon=1-h/h_c$. For small $k'$, $K\simeq\Lambda$, $E\simeq1+\frac{k'^2}2(\Lambda-\frac12)$ and $1/k\simeq1+\frac{k'^2}2$. Hence $E/k\simeq1+\frac{k'^2}2(\Lambda+\frac12)$, which must equal $(1-\varepsilon)^{-1/2}\simeq1+\frac\varepsilon2$:
\begin{equation}
k'^2\left(\Lambda+\tfrac12\right)\simeq\varepsilon,\qquad
\frac L{L_0}\simeq\frac{4\Lambda}{\pi^2},\qquad
\langle\cos\varphi\rangle\simeq1-\frac2\Lambda .
\end{equation}
The period diverges, but only logarithmically. The reason is the short-ranged repulsion between solitons. At fixed $m$ and $L$, the energy per period without the $q_0$ term is $8mE/k-CL$ in units of $\kappa/a$. Subtracting the isolated value $8m$, with $L\simeq2\Lambda/m$ and $C\simeq2m^2k'^2$, leaves
\begin{equation}
4mk'^2\left(\Lambda+\tfrac12\right)-4mk'^2\Lambda=2mk'^2\simeq32m\,e^{-mL}.
\end{equation}
An exponentially weak repulsion lets the solitons crowd together as soon as each one gains a little energy.

\subsection*{A numerical example}

Take the round model values $S=1$, $g=2$, $J=0.002$ eV, $D=0.0003$ eV, $a=4$ \AA\ and $h=2\times10^{-5}$ eV; they do not describe a particular material. Then $\alpha=\arctan0.15=0.14889$, and
\begin{align}
q_0&=0.14889/4=0.03722\ \text{\AA}^{-1},\qquad L_0=2\pi/q_0=168.8\ \text{\AA},\\
\kappa&=\tilde JS^2a^2=0.0020224\times4^2=0.03236\ \text{eV\,\AA}^2,\\
h_c&=0.03236\,(\pi\times0.03722/4)^2=2.77\times10^{-5}\ \text{eV}.
\end{align}
This corresponds to $B_c=0.239$ T. The field ratio is $h/h_c=0.7232$, so $E/k=1.1759$. Its root is $k=0.9447$, with $K=2.5440$ and $E=1.1109$. Therefore
\begin{align}
L&=\frac{8\times2.5440\times1.1109}{\pi\times0.03722}\simeq193\ \text{\AA},\\
\langle\cos\varphi\rangle&=\frac{2(2.5440-1.1109)}{0.9447^2\times2.5440}-1\simeq0.262 .
\end{align}
The period is 15\% longer than $L_0$. The energy per site is $-\kappa C=-2h(1-k^2)/k^2\simeq-4.8\times10^{-6}$ eV relative to the aligned state.

Other fields show how late most of the change comes:
\begin{center}
\begin{tabular}{ccc}
$h/h_c$ & $L/L_0$ & $\langle\cos\varphi\rangle$\\
0.25 & 1.012 & 0.078\\
0.50 & 1.055 & 0.165\\
0.90 & 1.336 & 0.386\\
0.99 & 1.828 & 0.556\\
0.9999 & 2.837 & 0.714
\end{tabular}
\end{center}

As a numerical check, the discrete chain was minimized directly in terms of $J$ and $D$. Its period is also 193 \AA, and its critical field lies 0.20\% below the continuum value. Halving $D$ reduces this shift by a factor of 3.95, as expected for a correction of order $\alpha^2$.

\subsection*{Where the result stops applying}

The formulas come from an expansion of the bond energy for $\alpha\ll1$. The relative shift of the chain's critical field from (\ref{hc}) is about $-0.09\,\alpha^2$: 0.20\% in the example, and about 5\% at $D=J$. They also need planar spins, which $D$ itself favours. With no added anisotropy, a small tilt $\vartheta$ out of the plane costs $\frac12\vartheta'^2+\frac12U\vartheta^2$ with $U=2q_0\varphi'-\varphi'^2+m^2\cos\varphi$. This is $q_0^2$ for the zero-field helix. For the isolated soliton at $h_c$ it is $m^2(1+16s/\pi-6s^2)>0$, where $s=\sin(\varphi/2)$. An anisotropy that favours $z$ can undo this. Finally, $h_c$ compares ground-state energies and is not a limit of local stability. A small deviation $\eta$ from the aligned state costs $\frac12\eta'^2+\frac12m^2\eta^2$ in the bulk, which is positive for any $h>0$. The aligned state can therefore survive as a metastable state when the field is lowered through $h_c$, until solitons enter.

\section*{Computed values}
\begin{verbatim}
Spin S = 1, g factor = 2
Exchange J = 0.0020 eV
Antisymmetric exchange D = 0.0003 eV
Spacing a = 4.0 angstrom
Zeeman energy h = 2.000e-05 eV
Turn angle alpha = 0.14889 rad
Effective exchange sqrt(J^2+D^2) = 0.002022 eV
Wave number q0 = 0.037222 1/angstrom
Stiffness kappa = 0.032358 eV angstrom^2
Zero-field period L0 = 168.80 angstrom
Critical Zeeman energy h_c = 2.7655e-05 eV
Critical field B_c = 0.2389 T
Field ratio h/h_c = 0.72320
sqrt(h_c/h) = 1.17590
m = sqrt(h/kappa) = 0.024861 1/angstrom
Modulus k = 0.94471
K(k) = 2.54397, E(k) = 1.11088
Period L = 193.34 angstrom
Stretch L/L0 = 1.14535
Magnetization <cos phi> = 0.26241
Energy per site above aligned state = -4.8196e-06 eV
Table: h/h_c, k, L/L0, <cos phi>
  0.1000  0.468264  1.0019  0.0309
  0.2500  0.683496  1.0123  0.0783
  0.5000  0.860542  1.0554  0.1648
  0.7500  0.952108  1.1629  0.2769
  0.9000  0.985442  1.3362  0.3855
  0.9900  0.998991  1.8276  0.5560
  0.9999  0.999993  2.8366  0.7142
Chain: period = 193.39 angstrom
Chain: energy per site = -4.7829e-06 eV
Chain: critical Zeeman energy = 2.7600e-05 eV
Chain: relative shift of h_c = -2.001e-03
Chain: same shift with D halved = -5.062e-04
Chain: ratio of the two shifts = 3.953
Free minimization: worst period error = 1.8e-10
Trials at 0.9 h_c: least margin = 6.65e-07 kappa q0^2
Trials at 1.1 h_c: least margin = 3.94e-02 kappa q0^2
Low-field law at 0.01 h_c: computed/predicted = 1.0001
L/L0 at 1-h/h_c = 1e-06: full 3.82689
L/L0 at 1-h/h_c = 1e-06: log law 3.82688
\end{verbatim}
